# Gap and local modes of a light impurity in a diatomic chain: test program

```python
"""
Result under test: a chain of alternating masses M (heavy) and m (light) with
equal springs K, in which one heavy atom is replaced by a lighter mass M',
has exactly two localized modes,
    y = [2 + r s -/+ sqrt(r^2 s^2 + 4 eps^2)] / (2 s),
one in the gap (1 < y < r) and one above the optical band (y > 1 + r).
Symbols: y = M omega^2/(2K), r = M/m, eps = 1 - M'/M, s = 1 - eps^2,
z = displacement factor per cell, w = impurity share of the kinetic energy.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

CELLS = 200          # even number of cells in the test rings
EDGE = 1e-9          # numerical margin at band edges


def formula(r, eps):
    """Closed forms: list of (y, z, light-neighbour ratio, w), gap mode first."""
    s = 1 - eps**2
    root = np.sqrt((r * s)**2 + 4 * eps**2)
    modes = []
    for sign in (-1, 1):
        y = (2 + r * s + sign * root) / (2 * s)
        z = 2 * (1 - y / r) * (1 - (1 - eps) * y) - 1
        neighbour = r * (1 + z) / (2 * (r - y))
        w = 2 * eps * (1 - eps) * abs(r - y) / root
        modes.append((y, z, neighbour, w))
    return modes


def ring(r, mass_ratio, site=0, spring_factor=1.0):
    """Diagonalize a ring; even sites heavy, odd light; one site has its mass
    multiplied by mass_ratio and its two springs by spring_factor."""
    size = 2 * CELLS
    mass = np.where(np.arange(size) % 2 == 0, r, 1.0)
    mass[site] *= mass_ratio
    spring = np.ones(size)           # spring i joins atoms i and i+1
    spring[site] = spring[site - 1] = spring_factor
    force = np.zeros((size, size))
    for i in range(size):
        j = (i + 1) % size
        force[i, i] += spring[i]
        force[j, j] += spring[i]
        force[i, j] -= spring[i]
        force[j, i] -= spring[i]
    values, vectors = np.linalg.eigh(force / np.sqrt(np.outer(mass, mass)))
    return values * r / 2, vectors, mass


def windows(y, r):
    """Indices of modes inside the gap and above the optical band."""
    gap = np.where((y > 1 + EDGE) & (y < r - EDGE))[0]
    above = np.where(y > 1 + r + EDGE)[0]
    return gap, above


# Closed forms against diagonalization, with a count of all modes
for r, ratio in ((28 / 12, 11 / 28), (1.5, 0.8), (4.0, 0.5), (28 / 12, 0.05)):
    y, vec, mass = ring(r, ratio)
    gap, above = windows(y, r)
    assert len(gap) == 1 and len(above) == 1
    assert np.sum(y <= 1 + EDGE) == CELLS - 1
    assert np.sum((y >= r - EDGE) & (y <= 1 + r + EDGE)) == CELLS - 1
    step = 1e-4
    y_up = ring(r, ratio * (1 + step))[0]
    y_down = ring(r, ratio * (1 - step))[0]
    for index, expected in zip((gap[0], above[0]), formula(r, 1 - ratio)):
        u = vec[:, index] / np.sqrt(mass)
        found = (y[index], u[2] / u[0], u[1] / u[0], vec[0, index]**2)
        assert np.allclose(found, expected, rtol=1e-7, atol=1e-8)
        slope = np.log(y_up[index] / y_down[index]) / (2 * step)
        assert abs(slope + expected[3]) < 1e-5
    assert formula(r, 1 - ratio)[0][2] > 0 > formula(r, 1 - ratio)[1][2]

# Contrast cases: heavier atom on heavy site; lighter atom on light site
gap, above = windows(ring(28 / 12, 1.5)[0], 28 / 12)
assert len(gap) == 0 and len(above) == 0
gap, above = windows(ring(28 / 12, 0.5, site=1)[0], 28 / 12)
assert len(gap) == 0 and len(above) == 1

# Very light impurity: gap mode tends to the middle of the gap in omega^2
y_light = ring(28 / 12, 1e-4)[0]
gap, above = windows(y_light, 28 / 12)
assert len(gap) == 1 and abs(y_light[gap[0]] - (1 + 28 / 12) / 2) < 1e-3


def host_spectrum(coupling, r):
    """Host y values and heavy-site weights from Bloch coupling blocks."""
    count, dim = coupling.shape[:2]
    dyn = np.zeros((count, 2 * dim, 2 * dim), complex)
    dyn[:, :dim, :dim] = np.eye(dim)
    dyn[:, dim:, dim:] = r * np.eye(dim)
    dyn[:, :dim, dim:] = -np.sqrt(r) * coupling
    dyn[:, dim:, :dim] = -np.sqrt(r) * coupling.conj().transpose(0, 2, 1)
    values, vectors = np.linalg.eigh(dyn)
    weight = np.sum(abs(vectors[:, :dim, :])**2, axis=1) / (dim * count)
    return values.ravel(), weight.ravel()


def green_modes(spectrum, r, eps):
    """Roots of 1 = eps*y*G(y), G = heavy-site Green function of the host."""
    values, weight = spectrum

    def condition(y):
        return 1 - eps * y * np.sum(weight / (y - values))
    return (brentq(condition, 1 + 1e-12, r - 1e-10, xtol=1e-13),
            brentq(condition, 1 + r + 1e-12, 100.0, xtol=1e-13))


# Weak defect: no threshold in one dimension, shifts quadratic in eps
r_test, eps_test = 28 / 12, 0.02
q = 2 * np.pi * (np.arange(20000) + 0.5) / 20000
chain = host_spectrum(((1 + np.exp(1j * q)) / 2)[:, None, None], r_test)
weak = green_modes(chain, r_test, eps_test)
exact = formula(r_test, eps_test)
edges = (1.0, 1 + r_test)
laws = (eps_test**2 * (r_test - 1) / r_test,
        eps_test**2 * (r_test + 1) / r_test)
for k in range(2):
    assert abs(weak[k] - exact[k][0]) < 1e-8
    assert abs((weak[k] - edges[k]) / laws[k] - 1) < 0.01

# Worked example: boron on the silicon site of a SiC-like chain
A_SI, A_C, A_B11, A_B10 = 28.0, 12.0, 11.0, 10.0     # mass numbers, u
TOP = 970.0                                       # optical top, cm^-1
TOP_TO = 800.0                                    # transverse top, cm^-1
TEMPERATURE, BOND = 300.0, 190.0                  # K, pm
BETA = 0.5                                        # 3D off-diagonal/diagonal
r = A_SI / A_C
eps = 1 - A_B11 / A_SI
unit = TOP / np.sqrt(1 + r)                       # cm^-1 at y = 1
to_omega = 2 * np.pi * const.c * 100
to_mev = const.h * const.c * 100 / const.e * 1000
K = (TOP * to_omega)**2 * const.atomic_mass / (2 * (1 / A_C + 1 / A_SI))
b11, b10 = formula(r, eps), formula(r, 1 - A_B10 / A_SI)
freq11 = [unit * np.sqrt(mode[0]) for mode in b11]
freq10 = [unit * np.sqrt(mode[0]) for mode in b10]


def zincblende(mesh):
    """Nearest-neighbour zincblende lattice with the chain's band edges."""
    theta = 2 * np.pi * (np.arange(mesh) + 0.5) / mesh
    grid = np.stack(np.meshgrid(theta, theta, theta, indexing="ij"), -1)
    phases = np.exp(1j * grid.reshape(-1, 3))
    phases = np.hstack([np.ones((len(phases), 1)), phases])
    bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    blocks = np.array([(1 - BETA) * np.eye(3) + BETA * np.outer(d, d)
                       for d in bonds])
    return host_spectrum(np.einsum("kj,jab->kab", phases, blocks) / 4, r)


spectra = {mesh: zincblende(mesh) for mesh in (12, 16, 24, 32)}
values3 = spectra[32][0]
assert not np.any((values3 > 1 + EDGE) & (values3 < r - EDGE))
assert values3.max() < 1 + r + EDGE
y3 = green_modes(spectra[32], r, eps)
assert np.allclose(y3, green_modes(spectra[24], r, eps), atol=1e-3)
freq3 = [unit * np.sqrt(value) for value in y3]
# Green function at the optical top; mesh error falls as 1/mesh, extrapolated
top_sum = {n: np.sum(wt / (1 + r - val)) for n, (val, wt) in spectra.items()}
limit_a = 2 * top_sum[24] - top_sum[12]
limit_b = 2 * top_sum[32] - top_sum[16]
assert abs(limit_a / limit_b - 1) < 0.01
eps_threshold = 1 / ((1 + r) * limit_b)
assert 0 < eps_threshold < eps

# Changed springs at the impurity: follow the modes in which boron moves most
spring_results = []
for factor in (0.8, 1.2):
    y, vec, mass = ring(r, A_B11 / A_SI, spring_factor=factor)
    gap, above = windows(y, r)
    assert len(gap) >= 1 and len(above) >= 1
    main = [group[np.argmax(vec[0, group]**2)] for group in (gap, above)]
    assert min(vec[0, main]**2) > 0.01
    spring_results.append((factor, len(gap), len(above),
                           unit * np.sqrt(y[main[0]]),
                           unit * np.sqrt(y[main[1]])))

print(f"masses Si, C, 11B, 10B: {A_SI:.0f}, {A_C:.0f}, {A_B11:.0f}, {A_B10:.0f} u")
print(f"mass ratio r: {r:.4f}")
print(f"mass defect eps, 11B: {eps:.4f}")
print(f"s = 1 - eps^2, 11B: {1 - eps**2:.4f}")
print(f"spring constant K: {K:.1f} N/m")
print(f"acoustic top: {unit:.1f} cm^-1")
print(f"optical bottom: {unit * np.sqrt(r):.1f} cm^-1")
print(f"optical top (input): {TOP:.1f} cm^-1")
print(f"gap-mode ceiling for M' -> 0: {unit * np.sqrt((1 + r) / 2):.1f} cm^-1")
for k, name in enumerate(("gap mode", "upper mode")):
    y, z, neighbour, w = b11[k]
    shift = freq10[k] - freq11[k]
    first_order = 0.5 * w * freq11[k] * (A_B11 - A_B10) / A_B11
    omega = freq11[k] * to_omega
    heat = const.hbar * omega / (2 * const.k * TEMPERATURE)
    square = w * const.hbar / (2 * A_B11 * const.atomic_mass * omega)
    amplitude = np.sqrt(square / np.tanh(heat)) * 1e12
    print(f"{name} 11B, y: {y:.4f}")
    print(f"{name} 11B: {freq11[k]:.1f} cm^-1 = {freq11[k] * to_mev:.1f} meV")
    print(f"{name} 10B: {freq10[k]:.1f} cm^-1")
    print(f"{name} isotope shift: {shift:.1f} cm^-1")
    print(f"{name} first-order isotope shift: {first_order:.1f} cm^-1")
    print(f"{name} factor per cell z: {z:.4f}")
    print(f"{name} light neighbour / boron displacement: {neighbour:.4f}")
    print(f"{name} boron kinetic share w: {w:.4f}")
    print(f"{name} boron rms amplitude at {TEMPERATURE:.0f} K: {amplitude:.2f} pm")
    print(f"{name} amplitude / bond length: {100 * amplitude / BOND:.1f} %")
    print(f"{name} in 3D lattice: {freq3[k]:.1f} cm^-1")
    print(f"{name} if optical top is {TOP_TO:.0f} cm^-1: "
          f"{freq11[k] * TOP_TO / TOP:.1f} cm^-1")
print(f"bond length (rough input): {BOND:.0f} pm")
print(f"3D force-constant ratio beta/alpha (input): {BETA:.1f}")
print(f"3D threshold eps for upper mode: {eps_threshold:.2f}")
for factor, n_gap, n_above, f_gap, f_above in spring_results:
    print(f"springs x {factor:.1f}: modes in gap {n_gap}, above {n_above}")
    print(f"springs x {factor:.1f}: main gap mode {f_gap:.1f} cm^-1")
    print(f"springs x {factor:.1f}: main upper mode {f_above:.1f} cm^-1")
print("OK")
```

Printed output:

```
masses Si, C, 11B, 10B: 28, 12, 11, 10 u
mass ratio r: 2.3333
mass defect eps, 11B: 0.6071
s = 1 - eps^2, 11B: 0.6314
spring constant K: 232.8 N/m
acoustic top: 531.3 cm^-1
optical bottom: 811.6 cm^-1
optical top (input): 970.0 cm^-1
gap-mode ceiling for M' -> 0: 685.9 cm^-1
gap mode 11B, y: 1.2386
gap mode 11B: 591.3 cm^-1 = 73.3 meV
gap mode 10B: 598.9 cm^-1
gap mode isotope shift: 7.6 cm^-1
gap mode first-order isotope shift: 7.4 cm^-1
gap mode factor per cell z: -0.5183
gap mode light neighbour / boron displacement: 0.5134
gap mode boron kinetic share w: 0.2735
gap mode boron rms amplitude at 300 K: 2.82 pm
gap mode amplitude / bond length: 1.5 %
gap mode in 3D lattice: 598.6 cm^-1
gap mode if optical top is 800 cm^-1: 487.7 cm^-1
upper mode 11B, y: 4.2624
upper mode 11B: 1096.9 cm^-1 = 136.0 meV
upper mode 10B: 1123.5 cm^-1
upper mode isotope shift: 26.6 cm^-1
upper mode first-order isotope shift: 24.0 cm^-1
upper mode factor per cell z: 0.1153
upper mode light neighbour / boron displacement: -0.6745
upper mode boron kinetic share w: 0.4820
upper mode boron rms amplitude at 300 K: 2.61 pm
upper mode amplitude / bond length: 1.4 %
upper mode in 3D lattice: 1062.7 cm^-1
upper mode if optical top is 800 cm^-1: 904.6 cm^-1
bond length (rough input): 190 pm
3D force-constant ratio beta/alpha (input): 0.5
3D threshold eps for upper mode: 0.30
springs x 0.8: modes in gap 2, above 1
springs x 0.8: main gap mode 581.0 cm^-1
springs x 0.8: main upper mode 1008.5 cm^-1
springs x 1.2: modes in gap 1, above 1
springs x 1.2: main gap mode 597.6 cm^-1
springs x 1.2: main upper mode 1183.6 cm^-1
OK
```
